# Effective electric field for electron swarms in crossed fields: a program that tests the result

```python
# Result under test: for electrons in crossed fields E and B with a constant
# momentum-transfer frequency nu, the isotropic part f0 of the two-term velocity
# distribution is that of an unmagnetized swarm in the effective field
#     E_eff = E / sqrt(1 + omega_c^2 / nu^2),   omega_c = e B / m.
# Symbols: e, m electron charge (magnitude) and mass; M gas-atom mass;
# W drift velocity; energies in eV in the example, dimensionless in the tests
# that set e = m = nu = 1.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad


# ---------- full streaming operator projected on the sphere ----------
def streaming_projections(speed, field, magnet, g):
    """l=0 and l=1 parts of a.grad_v f, for f = f0 + f0' g.v/v, f0 = exp(-v^2/2)."""
    mu, weight = np.polynomial.legendre.leggauss(8)
    phi = 2 * np.pi * np.arange(12) / 12
    mu_all, phi_all = np.repeat(mu, 12), np.tile(phi, 8)
    sine = np.sqrt(1 - mu_all**2)
    unit = np.stack([sine * np.cos(phi_all), sine * np.sin(phi_all), mu_all], axis=1)
    weights = np.repeat(weight, 12) / 24
    points = speed * unit

    def distribution(p):
        return np.exp(-0.5 * np.sum(p**2, axis=1)) * (1 - p @ g)

    step = 1e-4
    gradient = np.stack([(distribution(points + step * axis)
                          - distribution(points - step * axis)) / (2 * step)
                         for axis in np.eye(3)], axis=1)
    acceleration = -(field + np.cross(points, magnet))
    stream = np.sum(acceleration * gradient, axis=1)
    return weights @ stream, 3 * (weights * stream) @ unit


nu_t, speed_t = 0.9, 1.2
field_t, magnet_t = np.array([0.7, 0.0, 0.0]), np.array([0.0, 0.0, 1.3])
g_t = (nu_t * field_t + np.cross(magnet_t, field_t)) / (nu_t**2 + 1.3**2)
eff_t = field_t / np.sqrt(1 + (1.3 / nu_t)**2)
f0_t = np.exp(-0.5 * speed_t**2)
iso_crossed, vec_crossed = streaming_projections(speed_t, field_t, magnet_t, g_t)
iso_eff, vec_eff = streaming_projections(speed_t, eff_t, 0 * magnet_t, eff_t / nu_t)
# l=1 balance: streaming = -nu f1, with f1 = -v f0 g
assert np.allclose(vec_crossed, nu_t * speed_t * f0_t * g_t, atol=1e-6)
assert np.allclose(vec_eff, speed_t * f0_t * eff_t, atol=1e-6)
assert abs(iso_crossed - iso_eff) < 1e-6
heat_t = eff_t[0]**2 / (3 * nu_t)
assert abs(iso_crossed + heat_t * (speed_t**2 - 3) * f0_t) < 1e-6


# ---------- energy-grid solution of the isotropic equation ----------
def solve_isotropic(step, cells, shift, drag, spread, excite):
    """Populations of energy cells; drag and spread on inner faces, excite in cells."""
    centre = (np.arange(cells) + 0.5) * step
    face = np.arange(1, cells) * step
    upper = 2 * face**1.5 * (spread / step + drag / 2)
    lower = 2 * face**1.5 * (-spread / step + drag / 2)
    matrix = np.zeros((cells, cells))
    i = np.arange(cells - 1)
    matrix[i, i + 1] += upper
    matrix[i, i] += lower
    matrix[i + 1, i + 1] -= upper
    matrix[i + 1, i] -= lower
    j = np.arange(shift, cells)
    loss = (excite * np.sqrt(centre) * step)[j]
    matrix[j, j] -= loss
    matrix[j - shift, j] += loss
    scale = np.abs(matrix).max()
    matrix[0] = scale * np.sqrt(centre) * step      # normalization replaces one row
    rhs = np.zeros(cells)
    rhs[0] = scale
    return centre, np.linalg.solve(matrix, rhs) * np.sqrt(centre) * step


def response(field, omega, nu):
    """Solve nu g - omega x g = field for each nu (omega along z)."""
    nu = np.atleast_1d(nu)
    matrix = np.zeros((nu.size, 2, 2))
    matrix[:, 0, 0] = matrix[:, 1, 1] = nu
    matrix[:, 0, 1], matrix[:, 1, 0] = omega, -omega
    rhs = np.broadcast_to(np.asarray(field, float), (nu.size, 2))[..., None]
    return np.linalg.solve(matrix, rhs)[..., 0]


# ---------- Monte Carlo flights, e = m = nu = 1, cold gas ----------
MASS, THRESHOLD, EXCITE = 500.0, 3.0, 0.01
FIELD_MC, OMEGA_MC = 0.14, 1.5


def monte_carlo(field, omega, excite_probability, seed):
    """Mean energy, fraction above threshold and complex drift Wx + i Wy."""
    rng = np.random.default_rng(seed)
    count, burn, collect = 6000, 800, 1200
    start = np.sqrt(0.7) * rng.standard_normal((3, count))
    u, w = start[0] + 1j * start[1], start[2]
    rate = 1 + 1 / MASS                 # makes the momentum-transfer frequency 1
    total = np.zeros(2)
    drift = 0j
    for k in range(burn + collect):
        time = rng.exponential(1 / rate, count)
        if omega:
            centre = -1j * field / omega
            u = (u - centre) * np.exp(1j * omega * time) + centre
        else:
            u = u - field * time
        energy = 0.5 * (u.real**2 + u.imag**2 + w**2)
        above = energy > THRESHOLD
        # at constant collision rate, pre-collision samples are time averages
        if k >= burn:
            total += energy.mean(), above.mean()
            drift += u.mean()
        excited = above & (rng.random(count) < excite_probability)
        speed = np.sqrt(2 * (energy - THRESHOLD * excited))
        keep = np.where(excited, 0.0, 1 / (MASS + 1))
        push = np.where(excited, 1.0, MASS / (MASS + 1)) * speed
        cosine = rng.uniform(-1, 1, count)
        angle = rng.uniform(0, 2 * np.pi, count)
        u = keep * u + push * np.sqrt(1 - cosine**2) * np.exp(1j * angle)
        w = keep * w + push * cosine
    return total[0] / collect, total[1] / collect, drift / collect


eff_mc = FIELD_MC / np.sqrt(1 + OMEGA_MC**2)
mc_crossed = monte_carlo(FIELD_MC, OMEGA_MC, EXCITE, 1)
mc_eff = monte_carlo(eff_mc, 0.0, EXCITE, 2)
mc_elastic = monte_carlo(FIELD_MC, OMEGA_MC, 0.0, 3)
step_mc, cells_mc, shift_mc = THRESHOLD / 240, 1200, 240
face_mc = np.arange(1, cells_mc) * step_mc
centre_mc = (np.arange(cells_mc) + 0.5) * step_mc
drag_mc = (1 - EXCITE * (face_mc > THRESHOLD)) / MASS
energy_mc, pop_mc = solve_isotropic(step_mc, cells_mc, shift_mc, drag_mc,
                                    np.full(cells_mc - 1, eff_mc**2 / 3),
                                    EXCITE * (centre_mc > THRESHOLD))
grid_mean = pop_mc @ energy_mc
grid_tail = pop_mc[energy_mc > THRESHOLD].sum()
# tolerances: sampling noise near 1 % (mean) and 3 % (tail), plus small anisotropy
for result in (mc_crossed, mc_eff):
    assert abs(result[0] / grid_mean - 1) < 0.04
    assert abs(result[1] / grid_tail - 1) < 0.15
assert abs(mc_crossed[0] / mc_eff[0] - 1) < 0.05
drift_formula = -FIELD_MC * (1 + 1j * OMEGA_MC) / (1 + OMEGA_MC**2)
assert abs(mc_crossed[2] - drift_formula) < 0.04 * abs(drift_formula)
assert abs(abs(mc_eff[2]) - eff_mc) < 0.04 * eff_mc
elastic_mean_mc = 1.5 * MASS * eff_mc**2 / 3
assert abs(mc_elastic[0] / elastic_mean_mc - 1) < 0.04

# ---------- worked example: helium, magnetically enhanced reactor ----------
e, m, kB = const.e, const.m_e, const.k
M = const.physical_constants["alpha particle mass"][0] + 2 * m
pressure_torr, gas_kelvin = 1.0, 300.0
E, B = 400.0, 0.020                       # V/m, T
nu, nu_x, threshold = 2.4e9, 3.0e7, 19.8  # 1/s, 1/s, eV (rough typical values)
omega = e * B / m
ratio = omega / nu
E_eff = E / np.sqrt(1 + ratio**2)
gas_ev = kB * gas_kelvin / e
density = pressure_torr * const.torr / (kB * gas_kelvin)

shift = 396
step, cells = threshold / shift, 3 * shift
face = np.arange(1, cells) * step
centre = (np.arange(cells) + 0.5) * step
excite = nu_x * (centre > threshold)


def example(field, omega_used, nu_face, excite_cells=excite):
    """Populations with f1 obtained by solving its vector equation."""
    inelastic = nu_x * (face > threshold) * (excite_cells.max() > 0)
    drag = (m / M) * (nu_face - inelastic)
    heat = (e / m) * response(field, omega_used, nu_face) @ np.asarray(field) / 3
    return solve_isotropic(step, cells, shift, drag, heat + drag * gas_ev,
                           excite_cells)[1]


nu_const = np.full(cells - 1, nu)
pop = example([E, 0.0], omega, nu_const)
pop_eff = example([E_eff, 0.0], 0.0, nu_const)
assert np.max(np.abs(pop - pop_eff)) < 1e-8 * pop.max()
assert pop.min() > -1e-12 and pop[-20:].sum() < 1e-6
pop_no_b = example([E, 0.0], 0.0, nu_const)
mean, mean_eff, mean_no_b = pop @ centre, pop_eff @ centre, pop_no_b @ centre
tail = pop[centre > threshold].sum()
tail_no_b = pop_no_b[centre > threshold].sum()

W = -(e / m) * response([E, 0.0], omega, nu)[0]
W_size = np.hypot(*W)
assert abs(W_size / (e * E_eff / (m * nu)) - 1) < 1e-10
power = -E * W[0]                                             # eV/s per electron
drag_centre = (m / M) * (nu - excite)
elastic_loss = 2 * pop @ (drag_centre * centre) - 3 * gas_ev * pop @ drag_centre
excite_loss = threshold * nu_x * tail
assert abs((elastic_loss + excite_loss) / power - 1) < 2e-3   # grid error

elastic_te = gas_ev + M * e * E_eff**2 / (3 * m**2 * nu**2)
pop_elastic = example([E, 0.0], omega, nu_const, 0 * excite)
assert abs(pop_elastic @ centre / (1.5 * elastic_te) - 1) < 2e-3

# ---------- size of neglected effects ----------
nu_low = nu * np.minimum(1.0, np.sqrt(face / 4.0))            # rough helium trend
mean_var = example([E, 0.0], omega, nu_low) @ centre
mean_var_single = example([E_eff, 0.0], 0.0, nu_low) @ centre
assert mean_var_single / mean_var - 1 > 0.01                  # equivalence now fails

v_rms = np.sqrt(2 * e * mean / m)
anisotropy = (W_size / v_rms)**2
nu_ion, ion_ev = 1.0e7, 24.6                                  # rough
ion_share = ion_ev * nu_ion * pop[centre > ion_ev].sum() / power
n_e = 1e16                                                    # 1/m^3, rough
debye = np.sqrt(const.epsilon_0 * (2 / 3) * mean / (n_e * e))
coulomb_log = np.log(12 * np.pi * n_e * debye**3)
nu_ee = n_e * e**4 * coulomb_log / (4 * np.pi * const.epsilon_0**2 * m**2 * v_rms**3)
nu_loss = power / mean
length_along = np.sqrt(v_rms**2 / (3 * nu * nu_loss))
length_across = length_along / np.sqrt(1 + ratio**2)
gap = 0.05

# blocked transverse drift: the Hall field restores the heating of E without B
hall = -E * ratio
g_hall = response([E, hall], omega, nu)[0]
assert abs(g_hall[1]) < 1e-10 * abs(g_hall[0])
assert abs(g_hall @ np.array([E, hall]) / (E**2 / nu) - 1) < 1e-10

# every collision stops the electron: equal means, unequal second moments
def average(function):
    return quad(lambda t: np.exp(-t) * function(t), 0, 60, limit=500)[0]


magnetized = lambda t: (1 - np.cos(ratio * t)) / ratio**2
unmagnetized = lambda t: 0.5 * t**2 / (1 + ratio**2)
assert abs(average(magnetized) / average(unmagnetized) - 1) < 1e-6
second_ratio = (average(lambda t: magnetized(t)**2)
                / average(lambda t: unmagnetized(t)**2))
assert abs(second_ratio - (1 + ratio**2) / (1 + 4 * ratio**2)) < 1e-6

# ---------- printed numbers ----------
print("MONTE CARLO TEST (e = m = nu = 1)")
print(f"M/m = {MASS:.0f}, E = {FIELD_MC}, omega_c = {OMEGA_MC}, E_eff = {eff_mc:.5f}")
print(f"excitation threshold {THRESHOLD}, frequency {EXCITE}")
print(f"mean energy: crossed {mc_crossed[0]:.3f}, E_eff {mc_eff[0]:.3f}, grid {grid_mean:.3f}")
print(f"fraction above: crossed {mc_crossed[1]:.4f}, E_eff {mc_eff[1]:.4f}, grid {grid_tail:.4f}")
print(f"drift Wx, Wy sampled: {mc_crossed[2].real:.4f}, {mc_crossed[2].imag:.4f}")
print(f"drift Wx, Wy formula: {drift_formula.real:.4f}, {drift_formula.imag:.4f}")
print(f"elastic mean energy: sampled {mc_elastic[0]:.3f}, formula {elastic_mean_mc:.3f}")
print("HELIUM EXAMPLE: inputs")
print(f"pressure {pressure_torr} Torr, gas {gas_kelvin:.0f} K, density {density*1e-6:.3e} cm^-3")
print(f"E = {E/100:.2f} V/cm, B = {B*1e3:.1f} mT")
print(f"nu = {nu:.2e} /s, excitation {nu_x:.1e} /s above {threshold} eV")
print(f"M/m = {M/m:.1f}, gas temperature kT = {gas_ev:.5f} eV")
print("HELIUM EXAMPLE: results")
print(f"omega_c = {omega:.4e} /s, omega_c/nu = {ratio:.4f}")
print(f"reduction factor E_eff/E = {E_eff/E:.4f}")
print(f"E_eff = {E_eff/100:.4f} V/cm = {E_eff:.2f} V/m")
print(f"mean energy: crossed {mean:.4f} eV, E_eff without B {mean_eff:.4f} eV")
print(f"largest cell difference / peak = {np.max(np.abs(pop-pop_eff))/pop.max():.1e}")
print(f"mean energy at full E without B = {mean_no_b:.4f} eV")
print(f"fraction above threshold: crossed {tail:.3e}, without B {tail_no_b:.3e}")
print(f"excitation per electron: crossed {nu_x*tail:.3e} /s, without B {nu_x*tail_no_b:.3e} /s")
print(f"drift along E axis {W[0]*100:.4e} cm/s, transverse {W[1]*100:.4e} cm/s")
print(f"drift speed {W_size*100:.4e} cm/s, turned by {np.degrees(np.arctan(ratio)):.2f} deg")
print(f"mobility e/(m nu) = {e/(m*nu)*1e4:.4e} cm2/Vs, along E with B {-W[0]/E*1e4:.4e} cm2/Vs")
print(f"power per electron {power:.4e} eV/s")
print(f"elastic loss {elastic_loss:.4e} eV/s, excitation loss {excite_loss:.4e} eV/s")
print(f"elastic-only kTe = {elastic_te:.4f} eV, mean energy {1.5*elastic_te:.4f} eV")
print("NEGLECTED EFFECTS")
print("nu falling as sqrt(energy) below 4 eV:")
print(f"  mean energy crossed {mean_var:.4f} eV, single E_eff {mean_var_single:.4f} eV")
print(f"  error of single E_eff = {100*(mean_var_single/mean_var-1):.2f} %")
print(f"rms speed {v_rms*100:.3e} cm/s, (W/v_rms)^2 = {anisotropy:.2e}")
print(f"ionization ({nu_ion:.0e} /s above {ion_ev} eV): {100*ion_share:.3f} % of power")
print(f"electron density {n_e*1e-6:.0e} cm^-3, Coulomb logarithm {coulomb_log:.2f}")
print(f"e-e frequency {nu_ee:.2e} /s, energy-loss frequency {nu_loss:.2e} /s")
print(f"  their ratio = {nu_ee/nu_loss:.4f}")
print(f"energy relaxation length along B {length_along*100:.3f} cm, across {length_across*100:.3f} cm")
print(f"  across-B length / gap of {gap*100:.0f} cm = {length_across/gap:.3f}")
print(f"blocked drift: Hall field {hall/100:.3f} V/cm, heating field {E/100:.2f} V/cm")
print(f"stopping collisions: <energy^2> ratio crossed/E_eff = {second_ratio:.4f}")
print("OK")
```

Output:

```
MONTE CARLO TEST (e = m = nu = 1)
M/m = 500, E = 0.14, omega_c = 1.5, E_eff = 0.07766
excitation threshold 3.0, frequency 0.01
mean energy: crossed 1.174, E_eff 1.179, grid 1.176
fraction above: crossed 0.0450, E_eff 0.0448, grid 0.0444
drift Wx, Wy sampled: -0.0426, -0.0643
drift Wx, Wy formula: -0.0431, -0.0646
elastic mean energy: sampled 1.496, formula 1.508
HELIUM EXAMPLE: inputs
pressure 1.0 Torr, gas 300 K, density 3.219e+16 cm^-3
E = 4.00 V/cm, B = 20.0 mT
nu = 2.40e+09 /s, excitation 3.0e+07 /s above 19.8 eV
M/m = 7296.3, gas temperature kT = 0.02585 eV
HELIUM EXAMPLE: results
omega_c = 3.5176e+09 /s, omega_c/nu = 1.4657
reduction factor E_eff/E = 0.5636
E_eff = 2.2544 V/cm = 225.44 V/m
mean energy: crossed 4.8957 eV, E_eff without B 4.8957 eV
largest cell difference / peak = 2.6e-13
mean energy at full E without B = 6.8837 eV
fraction above threshold: crossed 8.904e-04, without B 1.216e-02
excitation per electron: crossed 2.671e+04 /s, without B 3.648e+05 /s
drift along E axis -9.3112e+05 cm/s, transverse -1.3647e+06 cm/s
drift speed 1.6521e+06 cm/s, turned by 55.70 deg
mobility e/(m nu) = 7.3284e+05 cm2/Vs, along E with B 2.3278e+05 cm2/Vs
power per electron 3.7245e+06 eV/s
elastic loss 3.1950e+06 eV/s, excitation loss 5.2889e+05 eV/s
elastic-only kTe = 3.8001 eV, mean energy 5.7002 eV
NEGLECTED EFFECTS
nu falling as sqrt(energy) below 4 eV:
  mean energy crossed 4.9616 eV, single E_eff 5.1901 eV
  error of single E_eff = 4.60 %
rms speed 1.312e+08 cm/s, (W/v_rms)^2 = 1.58e-04
ionization (1e+07 /s above 24.6 eV): 0.098 % of power
electron density 1e+10 cm^-3, Coulomb logarithm 13.72
e-e frequency 4.90e+04 /s, energy-loss frequency 7.61e+05 /s
  their ratio = 0.0643
energy relaxation length along B 1.773 cm, across 0.999 cm
  across-B length / gap of 5 cm = 0.200
blocked drift: Hall field -5.863 V/cm, heating field 4.00 V/cm
stopping collisions: <energy^2> ratio crossed/E_eff = 0.3282
OK
```
